# Peak emissivity of a one-port resonant thermal emitter and rate matching

To limit the heat wasted in a photovoltaic cell, a hot emitter facing it should radiate strongly in a narrow band just above the cell's band gap and weakly elsewhere. A resonant structure can supply such a band. Its material must absorb, because a lossless body emits no thermal radiation, yet too much absorption damps the resonance and lowers its peak. The question for a designer is how much absorption a given resonator needs.

For one resonance and one radiation channel, with absorptive and radiative amplitude decay rates \(g_a\) and \(g_r\), the answer is

\[
e(\omega)=\frac{4g_ag_r}{(\omega-\omega_0)^2+(g_a+g_r)^2},\qquad
e(\omega_0)=\frac{4g_ag_r}{(g_a+g_r)^2}\le 1 ,
\]

with equality when \(g_a=g_r\). This is a weak-damping result for the emissivity \(e\) into that channel.

## 1. Conventions and port constants

The algebra uses atomic units, \(\hbar=1\), and temperature \(T\) is an energy. Fields vary as \(e^{-i\omega t}\). The mode amplitude \(a\) is scaled so that \(|a|^2\) is the stored energy. The incoming and outgoing wave amplitudes \(s_+\) and \(s_-\) are scaled so that \(|s_\pm|^2\) is power. Since \(a\) decays at the rate \(g=g_a+g_r\), the energy decays at \(2g\). Formulas written with energy rates have different intermediate factors of two.

"One port" means one direction and one polarization, with no transmission, diffraction or polarization conversion. The medium is linear and reciprocal. Near an isolated resonance,

\[
\dot a=-(i\omega_0+g_a+g_r)a+\kappa s_+,\qquad s_-=Cs_++da ,
\]

where \(\kappa,C,d\) are taken constant across the line.

To find them, set \(g_a=0\). The stored energy then changes only through the port:

\[
\frac{d|a|^2}{dt}=|s_+|^2-|s_-|^2 .
\]

The equation of motion gives the left side as

\[
2\,\mathrm{Re}(a^*\dot a)=-2g_r|a|^2+2\,\mathrm{Re}(\kappa a^*s_+),
\]

and the output relation gives the right side as

\[
(1-|C|^2)|s_+|^2-|d|^2|a|^2-2\,\mathrm{Re}(Cd^*a^*s_+).
\]

At any instant \(a\) and \(s_+\) can be chosen independently, including their relative phase. The terms must therefore agree separately:

\[
|C|=1,\qquad |d|^2=2g_r,\qquad \kappa=-Cd^* .
\]

Hence \(|\kappa|^2=2g_r\): the rate at which the mode leaks also fixes how strongly it can be driven. Weak absorption adds \(g_a\) to the damping and leaves these constants unchanged to leading order.

## 2. Reflection and absorption

For a steady drive \(\dot a=-i\omega a\), so

\[
a=\frac{\kappa s_+}{g-i(\omega-\omega_0)} .
\]

Insert this into \(s_-\) and use \(d\kappa=-C|d|^2=-2Cg_r\):

\[
r=\frac{s_-}{s_+}
=C\,\frac{g-i(\omega-\omega_0)-2g_r}{g-i(\omega-\omega_0)}
=-C\,\frac{g_r-g_a+i(\omega-\omega_0)}{g_a+g_r-i(\omega-\omega_0)} .
\]

The missing power is absorbed. The detuning cancels from the numerator:

\[
1-|r|^2=\frac{(g_a+g_r)^2-(g_r-g_a)^2}{(\omega-\omega_0)^2+g^2}
=\frac{4g_ag_r}{(\omega-\omega_0)^2+g^2}.
\]

The dissipated power gives the same result, since \(2g_a|a|^2/|s_+|^2=2g_a\,2g_r/[(\omega-\omega_0)^2+g^2]\).

The pole and zero of \(r\) lie at

\[
\omega_p=\omega_0-i(g_a+g_r),\qquad \omega_z=\omega_0+i(g_r-g_a),
\]

so both rates can be read from a complex-frequency solver:

\[
g_r=\tfrac12(\mathrm{Im}\,\omega_z-\mathrm{Im}\,\omega_p),\qquad
g_a=-\tfrac12(\mathrm{Im}\,\omega_z+\mathrm{Im}\,\omega_p).
\]

With the opposite time convention both imaginary parts change sign. An absorption spectrum alone cannot tell which rate is larger, because it is unchanged when \(g_a\) and \(g_r\) are exchanged. The sign of \(\mathrm{Im}\,\omega_z\) can.

## 3. From absorption to thermal emission

First count the thermal power in a channel. In a length \(\ell\), waves travelling one way have wavenumber spacing \(2\pi/\ell\). With group velocity \(v\) there are \(\ell\,d\omega/(2\pi v)\) modes in \(d\omega\). Each has the thermal energy, without the zero-point part,

\[
\Theta(\omega,T)=\frac{\omega}{e^{\omega/T}-1}.
\]

Energy per length times \(v\) gives the power \(\Theta\,d\omega/(2\pi)\), which is the blackbody reference for one channel.

The absorbing material also drives the mode with thermal noise. Let \(S\) be the spectral density of this drive in \(\dot a\), per unit angular frequency. The noise contributes \(S/[(\omega-\omega_0)^2+g^2]\) to the spectrum of \(|a|^2\), and the port emits \(|d|^2=2g_r\) times that.

Put emitter and channel at the same temperature. The noise is uncorrelated with the incoming wave, so emitted and reflected powers add. Net exchange must vanish at each frequency; otherwise a lossless narrow-band filter would let heat flow between bodies at equal temperature. Equating emission and absorption,

\[
\frac{2g_rS}{(\omega-\omega_0)^2+g^2}
=\frac{4g_ag_r}{(\omega-\omega_0)^2+g^2}\,\frac{\Theta}{2\pi}
\quad\Rightarrow\quad S=\frac{2g_a\Theta}{2\pi}.
\]

The result contains no property of the port. In local equilibrium the noise depends on the material and its temperature, so \(S\) stays the same when the hot emitter faces a cold channel. Dividing the emitted spectrum by \(\Theta/(2\pi)\) gives \(e(\omega)=1-|r|^2\).

The mode energy provides a consistency check. In equilibrium the incoming wave adds a drive \(2g_r\Theta/(2\pi)\). For a narrow line,

\[
\int\frac{d\omega}{2\pi}\,\frac{2(g_a+g_r)\Theta}{(\omega-\omega_0)^2+g^2}
=\frac{2g\Theta}{2\pi}\,\frac{\pi}{g}=\Theta ,
\]

as required for one oscillator.

## 4. The matching condition and its tolerance

At resonance,

\[
1-e(\omega_0)=\frac{(g_a+g_r)^2-4g_ag_r}{(g_a+g_r)^2}
=\left(\frac{g_a-g_r}{g_a+g_r}\right)^2 .
\]

The square is non-negative and vanishes only for \(g_a=g_r\), which proves the bound and the condition. In the reflection problem the wave leaking from the mode is \(da=-2Cg_rs_+/g\). At the match it equals \(-Cs_+\) and cancels the direct reflection \(Cs_+\).

For \(g_a\ll g_r\), \(e(\omega_0)\approx4g_a/g_r\): the material supplies too little thermal noise. For \(g_a\gg g_r\), \(e(\omega_0)\approx4g_r/g_a\): damping limits the mode's spectral density at resonance, and little of its energy leaves through the port.

To reach a peak of at least \(p\), set \(q=\sqrt{1-p}\). The condition \(|g_a-g_r|/(g_a+g_r)\le q\) becomes

\[
\frac{1-q}{1+q}\le\frac{g_a}{g_r}\le\frac{1+q}{1-q}.
\]

For \(p=0.9\), the ratio may lie between about 0.52 and 1.92. The peak is therefore tolerant of moderate errors in the material loss.

The emissivity falls to half its peak at \(|\omega-\omega_0|=g\). The full width is \(2g\), or \(4g_r\) at the match.

## 5. Peak emissivity is not total power

If \(\Theta\) varies little over the line, the power in the channel is

\[
P=\int\frac{d\omega}{2\pi}\,\Theta e
\approx\frac{\Theta(\omega_0)}{2\pi}\,4g_ag_r\,\frac{\pi}{g}
=\Theta(\omega_0)\frac{2g_ag_r}{g_a+g_r}.
\]

At fixed \(g_r\), \(\partial P/\partial g_a=2g_r^2\Theta/g^2>0\). More absorption raises the total power even beyond the match, because the line broadens faster than its peak falls. Within the weak-damping model, \(P\) approaches \(2g_r\Theta\), and the match gives half of this.

If the total linewidth is fixed instead, \(g_ag_r\le g^2/4\) gives \(P\le g\Theta/2\), with equality at the match. Matching thus maximizes power at fixed linewidth, but not at fixed radiative rate. Fixing the linewidth is one simple way to require that the line fit within a narrow usable band.

## 6. Rates for a planar resonator

Consider normal incidence on a layer \(0<z<L\) of permittivity \(\varepsilon'+i\varepsilon''\), with a perfect mirror at \(z=L\). A thin lossless sheet at \(z=0\), with permittivity \(\eta\,\delta(z)\), is an idealized partial mirror. Both \(\varepsilon'\) and \(\eta\) are taken as independent of frequency; dispersion would change the stored energy used below. Let \(k_0=\omega/c\), \(n^2=\varepsilon'+i\varepsilon''\), \(\theta=nk_0L\) and \(K=k_0\eta\).

The field is \(e^{ik_0z}+re^{-ik_0z}\) outside and \(A\sin[nk_0(L-z)]\) inside. Continuity at the sheet gives \(1+r=A\sin\theta\). Integrating \(E''+k_0^2\varepsilon E=0\) across the sheet gives \(E'(0^+)-E'(0^-)=-k_0^2\eta E(0)\), or

\[
-nA\cos\theta-i(1-r)=-K(1+r).
\]

Eliminate \(A\) and define \(F=K\sin\theta-n\cos\theta\). Then \(i(1-r)\sin\theta=(1+r)F\), so

\[
r=-\frac{F-i\sin\theta}{F+i\sin\theta}.
\]

This wave solution makes no single-mode approximation and serves as the reference for the rate formulas.

An outgoing wave has \(|E'(0^-)|=k_0|E(0)|\), while the jump of \(E'\) across the sheet has size \(Kk_0|E(0)|\). For \(K\gg1\) the outside slope is a small correction. The closed mode is therefore taken as lossless, with no magnetic field just outside the sheet, \(E'(0^-)=0\). This gives \(F=0\), or \(K=n\cot\theta\). Multiplying the wave equation by \(E\) and integrating by parts, with \(E(L)=0\) and \(E'(0^-)=0\), gives

\[
\int|E'|^2dz=k_0^2\int\varepsilon'|E|^2dz ,
\]

so the magnetic and electric energies are equal. Define \(I=\int\varepsilon'|E|^2dz\), including the sheet. Per unit area, the time-averaged stored energy is \(I/(8\pi)\), the radiated flux is \(c|E(0)|^2/(8\pi)\), and the dissipation is \(\omega_0\int\varepsilon''|E|^2dz/(8\pi)\). Dividing each loss by the stored energy gives \(2g_r\) and \(2g_a\):

\[
g_r=\frac{c|E(0)|^2}{2I},\qquad
g_a=\frac{\omega_0\int\varepsilon''|E|^2dz}{2I}.
\]

For a mode of unit amplitude, with \(J=\int_0^L\sin^2[nk_0(L-z)]dz\), one has \(I=\varepsilon'J+\eta\sin^2\theta\). Setting \(g_a=g_r\) and using \(c/\omega_0=\eta/K\) gives the loss to aim for:

\[
\varepsilon''_{\rm match}=\frac{c\sin^2\theta}{\omega_0J}
=\frac{\eta\sin^2\theta}{KJ}.
\]

## 7. Worked example

Take the round model values \(L=5000\) Å, \(\eta=60000\) Å and \(\varepsilon'=4\). The sheet is a mathematical stand-in for a partial mirror, not a buildable layer: spread over 100 Å it would need a permittivity of 600, and even then it would be too thick to act as an ideal sheet. A real mirror, such as a multilayer, stores energy differently and needs its own field integrals. The closed mode has \(\omega_0=0.64013\) eV, \(\sin^2\theta=0.010448\) and \(J=2421.64\) Å. Therefore

\[
I=4(2421.64)+60000(0.010448)=10313\ \text{Å},
\]

with 94% of \(I\) in the layer. The mode condition gives

\[
K=2\sqrt{(1-0.010448)/0.010448}=19.46 .
\]

Since \(c=\omega_0\eta/K\), the radiative rate is

\[
g_r=\frac{\omega_0\eta\sin^2\theta}{2KI}
=\frac{0.64013\times626.9}{2\times19.46\times10313}
=0.00100\ \text{eV},
\]

and the predicted matching loss is

\[
\varepsilon''_{\rm match}=\frac{626.9}{19.46\times2421.64}=0.01330 .
\]

A search for the highest absorption peak of the wave solution, which does not use the rates, finds \(\varepsilon''=0.01327\). There the field integrals give \(g_a/g_r=0.998\), a departure from equality of 0.24% relative to \(g_r\). The full width is 0.00399 eV.

Other losses show both sides of the match. The last column is the full line area divided by \(2\pi\), \(\int e\,d\omega/(2\pi)=2g_ag_r/g\), which equals \(P/\Theta\).

| \(\varepsilon''\) | \(g_a/g_r\) | Peak, formula | Peak, wave solution | Area/\(2\pi\) (eV) |
|---|---|---|---|---|
| 0.0020 | 0.150 | 0.455 | 0.455 | 0.00026 |
| 0.0050 | 0.376 | 0.794 | 0.795 | 0.00055 |
| 0.0133 | 0.998 | 1.000 | 1.000 | 0.00100 |
| 0.0300 | 2.256 | 0.851 | 0.850 | 0.00139 |
| 0.0800 | 6.015 | 0.489 | 0.488 | 0.00171 |

From the third row to the last, the peak falls by about half while the area rises by a factor of 1.7. In these cases the zero of \(r\) moves from the upper to the lower half-plane as the loss increases, and lies on the real axis at the match within the printed digits.

Emission can also be calculated without an incident wave. Let \(G(0,z')\) be the field at the front due to a unit source at \(z'\), defined by \(G''+k_0^2\varepsilon G=\delta(z-z')\) with an outgoing wave outside. Thermal currents at different depths are independent, with strength proportional to \(\varepsilon''\Theta\), so their emitted powers add:

\[
e=4k_0^3\int\varepsilon''|G(0,z')|^2dz' .
\]

The prefactor follows from a thick, almost reflectionless absorber with \(\varepsilon=1+i\beta\), \(\beta\ll1\). There \(|G|^2=e^{-k_0\beta z'}/(4k_0^2)\), and the expression gives one, as it must for a black absorber. In the matched resonator the current sum gives 1.000, 0.799 and 0.497 at shifts of 0, 0.001 and 0.002 eV from the peak. These values agree with \(1-|r|^2\) to all printed digits, and the Lorentzian predicts 1, 0.8 and 0.5.

For a thermal energy of 0.13 eV, \(\Theta(\omega_0)=0.004688\) eV. Multiplying by the matched value of \(2g_ag_r/g\), 0.000998 eV, gives \(4.68\times10^{-6}\) eV². Restoring \(\hbar\) by division gives \(P=7.11\times10^9\) eV/s, or \(1.14\times10^{-9}\) W. This is the power of this one line in one channel, not per unit area. The resonator's other modes, among them a broad one near 0.11 eV where \(\Theta\) is much larger, add a comparable power to the same channel, and a practical narrow-band emitter would have to suppress them. A planar emitter also radiates into many directions, each needing its own calculation.

A finite window \(|\omega-\omega_0|\le W\) contains the fraction \((2/\pi)\arctan(W/g)\) of a Lorentzian. For \(W=0.05\) eV the formula then gives \(6.93\times10^9\) eV/s. Quadrature of the wave solution with the varying \(\Theta\) gives \(6.95\times10^9\) eV/s, about 0.3% higher relative to the formula. The numerical output follows this text.

## 8. Limits and use

The single-mode formula needs \(g\) small compared with \(\omega_0\) and with the distance to other resonances, and port constants that vary little across the line. If these conditions fail, compute \(1-|r|^2\) from the full wave problem. The material loss must be taken at the operating temperature, since it sets \(g_a\). The lossless back mirror is also an idealization: absorption in a real mirror adds to \(g_a\), and the formula for \(\varepsilon''_{\rm match}\) omits it. The example is matched when about 2% of the energy is absorbed per round trip, equal to the fraction that leaks through the sheet. A refractory metal such as tungsten absorbs well over this in one reflection at this photon energy, so it would overdamp the mode even with a lossless layer. The match would then require a larger \(g_r\) and hence a broader line.

A second radiation channel changes the bound. Let its amplitude decay rate be \(g_x\). The noise strength \(S\) is unchanged, but the damping becomes \(g_a+g_r+g_x\). Emission into the first channel therefore has the peak

\[
e_1(\omega_0)=\frac{4g_ag_r}{(g_a+g_r+g_x)^2}.
\]

With \(G_r=g_r+g_x\) fixed, the derivative with respect to \(g_a\) is proportional to \((G_r-g_a)/(g_a+G_r)^3\). The maximum is at \(g_a=G_r\), where \(e_1=g_r/(g_r+g_x)\). A resonator that leaks equally to both sides therefore reaches at most one half per side in this model. For a single mode, closing the unwanted channel, as the back mirror does here, is what allows unit peak emissivity. The limit does not apply to bodies that are not single-mode resonators, such as the thick absorber of Section 7.

## Computed results

```
layer thickness: 5000 angstrom
sheet strength: 60000 angstrom
real part of layer permittivity: 4.0
closed-mode photon energy w0: 0.64013 eV
squared mode field at sheet, sin^2: 0.010448
layer integral of sin^2: 2421.64 angstrom
energy integral I: 10313.44 angstrom
share of I in the layer: 0.9392
radiative rate gr: 0.001000 eV
driven stored energy / (2/gr): 1.00000
loss eps'' with highest peak (search): 0.013268
ga at that loss: 0.000997 eV
ga/gr at that loss: 0.99760
lowest reflectance at that loss: 4.2e-12
full width 2(ga+gr) at that loss: 0.003993 eV
eps'' | ga (eV) | ga/gr | peak formula | peak wave solution
0.00200 | 0.000150 | 0.1504 | 0.4545 | 0.4553
0.00500 | 0.000376 | 0.3759 | 0.7943 | 0.7952
0.01327 | 0.000997 | 0.9976 | 1.0000 | 1.0000
0.03000 | 0.002255 | 2.2557 | 0.8512 | 0.8505
0.08000 | 0.006012 | 6.0151 | 0.4889 | 0.4884
line area/(2 pi) in eV; window +-0.05 eV
eps'' | full formula | window formula | window wave solution
0.00200 | 0.000261 | 0.000257 | 0.000258
0.00500 | 0.000546 | 0.000537 | 0.000537
0.01327 | 0.000998 | 0.000973 | 0.000973
0.03000 | 0.001385 | 0.001328 | 0.001328
0.08000 | 0.001714 | 0.001562 | 0.001565
upper limit 2 gr of the full area: 0.001999 eV
eps'' | Im pole | -(ga+gr) | Im zero | gr-ga, all in eV
0.00200 | -0.001148 | -0.001150 | 0.000847 | 0.000849
0.00500 | -0.001373 | -0.001375 | 0.000621 | 0.000624
0.01327 | -0.001995 | -0.001997 | 0.000000 | 0.000002
0.03000 | -0.003252 | -0.003254 | -0.001258 | -0.001255
0.08000 | -0.007009 | -0.007012 | -0.005014 | -0.005013
matched: shift (eV) | emission by currents | 1-|r|^2
0.000000 | 1.000000 | 1.000000
0.001000 | 0.798833 | 0.798833
0.001999 | 0.497452 | 0.497452
-0.005997 | 0.101256 | 0.101256
emissivity of opaque test layer: 0.999975
thermal energy k_B T: 0.13 eV
Theta at w0: 0.004688 eV
matched line power, full formula: 7.1097e+09 eV/s
the same power converted: 1.1391e-09 W
matched power in window, formula: 6.9290e+09 eV/s
matched power in window, wave solution: 6.9473e+09 eV/s
```
